# Raman-Nath diffraction and the extinction of the undiffracted beam, part 1

(Sections cited here and not found follow in the second part.)

## First half: the thin phase grating

### A beam removed by a very small ripple

A diamond plate 5.0 mm thick has a refractive index of about 2.4. Let a sound wave modulate that index with an amplitude of only $4.07\times10^{-5}$, and send green light of vacuum wavelength 532 nm straight through. In the thin-grating model derived here, no light at all continues in the original direction. In the same model the plate absorbs nothing, and just behind it the light is as bright everywhere as it was in front. Two questions follow. How can so small a ripple remove a whole beam, and what fixes the value $4.07\times10^{-5}$?

The answer to the first is that the ripple acts over many wavelengths of path. The phase it adds has the amplitude

$$
\phi=\frac{2\pi\,\Delta n\,L}{\lambda}
=\frac{2\pi(4.072\times10^{-5})(5.0\times10^{-3}\ \text{m})}{532\times10^{-9}\ \text{m}}
=2.405\ \text{rad}.
$$

The answer to the second is that 2.405 is the first zero of the Bessel function $J_0$. Both statements have to be derived, together with the conditions under which they hold.

### Geometry and conventions

Light travels along $z$ and meets a plate occupying $0<z<L$ at normal incidence. Sound travels along $x$ and fills the plate uniformly. The index is

$$
n(x,t)=n+\Delta n\,\sin(Kx-\Omega t),\qquad K=\frac{2\pi}{\Lambda},
$$

where $\Lambda$ is the sound wavelength and $\Omega$ its angular frequency. The number $\Delta n>0$ is an amplitude, half the peak-to-peak change, and so is $\phi$. The light has angular frequency $\omega$ and time factor $e^{-i\omega t}$. Its wavenumber is $k_0=2\pi/\lambda$ in vacuum and $k=nk_0$ in the plate. SI units are used. Reflections at the two faces are left out until the second half.

The sound is very slow compared with the light, so the index pattern may first be treated as frozen. We write $\xi=Kx-\Omega t$ for the position within the pattern and let $t$ be a fixed parameter while the light crosses. The error made in this way is calculated later.

### From the wave equation to a phase factor

In a frozen index pattern one field component obeys

$$
\frac{\partial^2E}{\partial x^2}+\frac{\partial^2E}{\partial z^2}
+k_0^2\,(n+\Delta n\sin\xi)^2E=0 .
$$

This scalar form neglects the vector terms caused by the index gradient. Relative to the index term that is kept, their direct effect on the same component is of order $(K/k)^2$, about $10^{-6}$ in the example. They also feed a field component along $z$, with a relative amplitude of order $\phi K/k$, about $3\times10^{-3}$.

Separate the fast oscillation by writing $E=\psi(x,z)\,e^{ikz}$. Then

$$
\frac{\partial^2E}{\partial z^2}
=\left(\frac{\partial^2\psi}{\partial z^2}+2ik\frac{\partial\psi}{\partial z}-k^2\psi\right)e^{ikz}.
$$

The term $-k^2\psi$ cancels $k_0^2n^2\psi$. Two small terms are dropped. One is $k_0^2(\Delta n)^2\sin^2\xi\,\psi$, which is smaller than the linear index term by a factor of order $\Delta n/2n$. The other is $\partial^2\psi/\partial z^2$, because $\psi$ changes little over one wavelength; this is the paraxial approximation. What remains is

$$
2ik\frac{\partial\psi}{\partial z}+\frac{\partial^2\psi}{\partial x^2}
+2k_0^2n\,\Delta n\,\sin\xi\,\psi=0 .
$$

Divide by $2ik$, use $1/i=-i$ and $k_0^2n/k=k_0$, and move the last two terms to the right:

$$
\frac{\partial\psi}{\partial z}
=\frac{i}{2k}\frac{\partial^2\psi}{\partial x^2}
+ik_0\,\Delta n\,\sin\xi\,\psi .
$$

Now measure depth by $s=z/L$, which runs from 0 to 1. Since $\partial/\partial x=K\,\partial/\partial\xi$,

$$
\frac{\partial\psi}{\partial s}
=\frac{iQ}{2}\frac{\partial^2\psi}{\partial\xi^2}+i\phi\sin\xi\,\psi,
\qquad
Q=\frac{K^2L}{k}=\frac{2\pi\lambda L}{n\Lambda^2}.
\tag{1}
$$

The two terms have distinct meanings. The second adds phase where the index is high. The first is diffraction inside the plate: it lets light move sideways before it has left the grating. A thin grating is one in which this sideways motion has no appreciable effect. Setting $Q=0$ leaves a separate ordinary differential equation at each $\xi$. With the entrance field $\psi=1$, its solution at the exit face is

$$
\psi(\xi)=e^{i\phi\sin\xi}.
\tag{2}
$$

Each ray goes straight through and collects the phase of its own column. Since $|\psi|^2=1$, the plate does not change the brightness at its exit face. In this limit the grating becomes visible only after the light has travelled on, so that its different directions have shifted in phase or separated.

### Splitting the phase factor into plane waves

The exit field repeats with period $2\pi$ in $\xi$, so it is a sum of terms $e^{im\xi}$ with integer $m$. To find the coefficients, use $i\sin\xi=(e^{i\xi}-e^{-i\xi})/2$ and expand two exponentials:

$$
e^{i\phi\sin\xi}
=e^{(\phi/2)e^{i\xi}}\,e^{-(\phi/2)e^{-i\xi}}
=\sum_{j=0}^{\infty}\sum_{k=0}^{\infty}
\frac{(-1)^k}{j!\,k!}\left(\frac{\phi}{2}\right)^{j+k}e^{i(j-k)\xi}.
$$

Here $j$ and $k$ are summation integers, and this $k$ is not the wavenumber. Both series converge absolutely, so the terms may be regrouped. For $m\ge0$, the factor $e^{im\xi}$ arises whenever $j=m+k$. Its coefficient is

$$
J_m(\phi)=\sum_{k=0}^{\infty}\frac{(-1)^k}{k!\,(m+k)!}
\left(\frac{\phi}{2}\right)^{m+2k},
\tag{3}
$$

which is the power series of the Bessel function of order $m$. For a negative order $-m$ one needs $k=j+m$ instead, and the coefficient becomes

$$
\sum_{j=0}^{\infty}\frac{(-1)^{j+m}}{j!\,(j+m)!}
\left(\frac{\phi}{2}\right)^{m+2j}=(-1)^mJ_m(\phi).
$$

This is the usual definition of $J_{-m}$. Altogether

$$
e^{i\phi\sin\xi}=\sum_{m=-\infty}^{\infty}J_m(\phi)\,e^{im\xi}.
\tag{4}
$$

### Direction, frequency and power of each order

Restore $\xi=Kx-\Omega t$ and the time factor of the light. Order $m$ at the exit face is

$$
J_m(\phi)\,e^{imKx}\,e^{-i(\omega+m\Omega)t}.
$$

It has transverse wavenumber $mK$ and angular frequency $\omega+m\Omega$. Orders deflected towards the direction in which the sound travels are raised in frequency, and those deflected the other way are lowered. In the example neighbouring orders differ by the sound frequency, 100 MHz.

The transverse wavenumber is unchanged on passing through the flat exit face, because the fields on its two sides must match at every $x$. In air the total wavenumber is $k_0$, apart from the minute change caused by the frequency shift. Hence

$$
\sin\theta_m=\frac{mK}{k_0}=\frac{m\lambda}{\Lambda}.
\tag{5}
$$

The index of the plate does not appear in this external angle. For $\Lambda=175.0\ \mu\text{m}$, $\sin\theta_1=0.532/175.0$ and $\theta_1=3.040$ mrad.

At these small angles the power carried by a plane wave is proportional to its squared amplitude, with the same factor for all orders that matter. The fraction of the transmitted power in order $m$ is therefore

$$
I_m=J_m^2(\phi).
\tag{6}
$$

Since $J_{-m}=(-1)^mJ_m$, orders $m$ and $-m$ are equally strong. At small $\phi$ the first terms of equation (3) give $I_{\pm1}\approx\phi^2/4$ and $I_0\approx1-\phi^2/2$: what the straight beam loses is shared equally by the two first orders. At $\phi=1$ the rule $\phi^2/4$ gives 0.25, whereas the Bessel function gives 0.194, so the weak-grating rule is already well off.

A real beam has finite width, and the orders can be collected separately only if they do not overlap. For an entrance amplitude $e^{-x^2/w^2}$ each order has the far-field amplitude $e^{-k_x'^2w^2/4}$, where $k_x'$ is measured from the centre of that order. The intensity falls to $e^{-2}$ of its peak at $k_x'=2/w$, which is the angle $2/(k_0w)=\lambda/(\pi w)$. With $w=0.5$ mm this is 0.339 mrad, one ninth of the separation of 3.040 mrad. A numerical Fourier transform of this Gaussian beam, with power collected between the midpoints of neighbouring orders, agreed with equation (6) to within $10^{-9}$ of the total power for orders $-4$ to 4.

### Conservation of power and the spread of the orders

Average $|\psi|^2$ over one period, written $\langle\ldots\rangle$. Products of different exponentials average to zero, so equations (2) and (4) give

$$
1=\langle|\psi|^2\rangle=\sum_{m=-\infty}^{\infty}J_m^2(\phi).
\tag{7}
$$

The same argument can be applied to the derivative. From equation (2), $\partial\psi/\partial\xi=i\phi\cos\xi\,\psi$. From equation (4), its coefficients are $imJ_m$. Therefore

$$
\sum_{m=-\infty}^{\infty}m^2J_m^2(\phi)
=\phi^2\langle\cos^2\xi\rangle=\frac{\phi^2}{2}.
\tag{8}
$$

The root-mean-square order is $\phi/\sqrt2$. This measures the local tilt of the wavefront: a steeper phase profile sends light to larger angles. The mean order is zero by symmetry, so in this model the light neither gains nor loses energy on average to the sound.

### Why the straight beam vanishes, and at which phase

The amplitude of order zero is the average of the exit field over one period:

$$
J_0(\phi)=\langle e^{i\phi\sin\xi}\rangle=\langle\cos(\phi\sin\xi)\rangle .
$$

The imaginary part has averaged to zero because $\sin(\phi\sin\xi)$ changes sign with $\xi$. Extinction is thus interference. Parts of the wavefront with phase beyond $\pi/2$ in size contribute negatively, and at the right $\phi$ they balance the rest. If $\phi\le\pi/2$, the cosine is nowhere negative and cancellation is impossible. A square-wave phase of $+\phi$ and $-\phi$ over equal widths would have the average $\cos\phi$ and would cancel at $\pi/2$. A sine reaches its full height only at its crests, so it needs a larger amplitude.

To locate the zero, differentiate the series for $J_0$ term by term. The $k=0$ term is constant, and for the others set $k=j+1$:

$$
J_0'(\phi)=\sum_{k=1}^{\infty}\frac{(-1)^k}{k!\,(k-1)!}
\left(\frac{\phi}{2}\right)^{2k-1}
=-\sum_{j=0}^{\infty}\frac{(-1)^j}{j!\,(j+1)!}
\left(\frac{\phi}{2}\right)^{2j+1}=-J_1(\phi).
\tag{9}
$$

In the series for $J_1$ the size of term $j+1$ divided by that of term $j$ is $(\phi/2)^2/[(j+1)(j+2)]$. For $0<\phi<\sqrt8$ this ratio is below 1 for every $j$. The terms alternate in sign and shrink, and the first is positive, so $J_1>0$. By equation (9), $J_0$ then falls steadily from $J_0(0)=1$ throughout this interval, and it can cross zero there at most once.

The crossing is found from the series itself. At $\phi=2.404$, $(\phi/2)^2=1.444804$ and

$$
\begin{aligned}
J_0(2.404)={}&1-1.444804+0.521865-0.083777\\
&+0.007565-0.000437+0.000018-\ldots=0.000429 .
\end{aligned}
$$

The same sum at 2.406 gives $-0.000610$. There is a zero between them, and it is the first. Linear interpolation places it at

$$
\phi_0=2.404+0.002\,\frac{0.000429}{0.000429+0.000610}=2.4048 .
$$

The missing power is in the other orders. At $\phi_0$ the fractions in orders 1, 2, 3 and 4 are 0.2695, 0.1864, 0.0396 and 0.0042, each occurring twice. Their total is 0.9994, and by equation (7) the remaining 0.0006 lies in still higher orders.

The greatest fraction that a single first order reaches is 0.339, at $\phi=1.841$. A thin sinusoidal grating at normal incidence can thus empty the straight beam, but it does not move all the power into one chosen direction.

## Second half: finite thickness and a diamond plate

### Symbols and results carried over

Light of vacuum wavelength $\lambda$ and wavenumber $k=2\pi n/\lambda$ in the plate crosses a thickness $L$. Sound of wavelength $\Lambda=2\pi/K$ and angular frequency $\Omega$ gives the index an amplitude $\Delta n$. The phase amplitude is $\phi=2\pi\Delta nL/\lambda$, and $\xi=Kx-\Omega t$. With depth $s=z/L$ and thickness parameter $Q=K^2L/k$, the field obeys

$$
\frac{\partial\psi}{\partial s}
=\frac{iQ}{2}\frac{\partial^2\psi}{\partial\xi^2}+i\phi\sin\xi\,\psi,
\qquad \psi(s=0)=1 .
$$

For $Q=0$ the exit field is $e^{i\phi\sin\xi}=\sum_mJ_m(\phi)e^{im\xi}$, and order $m$ carries the power fraction $J_m^2(\phi)$. Order zero first vanishes at $\phi_0=2.405$, where $J_1=0.5191$. Also $J_0'=-J_1$. Angle brackets denote an average over one period of $\xi$.

### The first correction for finite thickness

Let $G=e^{i\phi s\sin\xi}$ be the thin-grating field at depth $s$, and write $\psi=G(1+u)$ with $u$ small. Because $\partial G/\partial s=i\phi\sin\xi\,G$, the phase term cancels from the equation, leaving

$$
G\frac{\partial u}{\partial s}
=\frac{iQ}{2}\frac{\partial^2}{\partial\xi^2}\bigl[G(1+u)\bigr]
\approx\frac{iQ}{2}\frac{\partial^2G}{\partial\xi^2}.
$$

The product $Qu$ has been dropped because it is of second order in $Q$. Differentiating $G$ twice gives

$$
\frac{\partial^2G}{\partial\xi^2}
=\left(-i\phi s\sin\xi-\phi^2s^2\cos^2\xi\right)G .
$$

Multiply by $iQ/2$, cancel $G$, and integrate from $s=0$ to 1, using $\int s\,ds=1/2$ and $\int s^2ds=1/3$:

$$
u=\frac{Q\phi}{4}\sin\xi-\frac{iQ\phi^2}{6}\cos^2\xi .
\tag{10}
$$

The first term is real and changes the brightness: light gathers where the index is high, as in a weak lens. The second is a phase. Where the wavefront is tilted, the light has a transverse wavenumber $K\phi s\cos\xi$, its longitudinal wavenumber is a little smaller, and it collects less phase. The thin-grating result therefore needs $Q$, $Q\phi/4$ and $Q\phi^2/6$ all to be small. A small $Q$ alone is not enough if the grating is strong. In a weak grating the last two can be small even at large $Q$, but the diffracted waves then fall out of step with their source and the first orders no longer follow $J_1^2$.

The amplitude of order zero changes by $\langle e^{i\phi\sin\xi}u\rangle$, which needs two averages. Differentiating $J_0=\langle e^{i\phi\sin\xi}\rangle$ with respect to $\phi$ gives $J_0'=i\langle\sin\xi\,e^{i\phi\sin\xi}\rangle$, so

$$
\langle\sin\xi\,e^{i\phi\sin\xi}\rangle=-iJ_0'=iJ_1 .
$$

For the other, note that $\cos\xi\,e^{i\phi\sin\xi}$ is the $\xi$-derivative of $e^{i\phi\sin\xi}/(i\phi)$, and integrate by parts over a period:

$$
\langle\cos^2\xi\,e^{i\phi\sin\xi}\rangle
=\frac{1}{i\phi}\langle\sin\xi\,e^{i\phi\sin\xi}\rangle
=\frac{J_1}{\phi}.
$$

Combining them,

$$
A_0\approx J_0+\frac{Q\phi}{4}\,iJ_1-\frac{iQ\phi^2}{6}\,\frac{J_1}{\phi}
=J_0+\frac{i}{12}Q\phi J_1 .
\tag{11}
$$

The two effects partly cancel, since $1/4-1/6=1/12$. At $\phi_0$ the first term is absent, and the power left in the straight beam is, to leading order in $Q$,

$$
I_0(\phi_0)\approx\left(\frac{Q\phi_0J_1}{12}\right)^2 .
\tag{12}
$$

The first-order corrections to the other amplitudes are imaginary too. The coefficient of $e^{im\xi}$ in $\sin\xi\,e^{i\phi\sin\xi}$ is $-iJ_m'$, which is imaginary. The corresponding coefficient with $\cos^2\xi$ is $J_m+J_m''$, which is real, and it is multiplied by $-i$. An imaginary change added to the real number $J_m$ alters its squared magnitude only at order $Q^2$. This is why the order powers tolerate a plate that is not very thin.

The direct numerical solution of the paraxial equation provides a test of equation (11). At $Q=0.01$ and $\phi=1$, 2.405 and 4, the imaginary part of $A_0$ agreed with $Q\phi J_1/12$ to within 0.5 percent.

This part has shown that a thin sinusoidal phase grating empties the straight beam at a phase amplitude of 2.405 rad, and that a small finite thickness leaves behind the power fraction in equation (12). What remains is to see how extinction fails in a thick plate, to find the sound needed in a diamond plate, and to estimate the effects of tilt, moving, uneven or reflected sound, polarization and the plate faces.
